# Certified Removal of Duplicate Chelate Conformers by Alignment and Assignment

## What a naive comparison does

Take a tris-chelate metal complex, copy it, renumber the like atoms of the copy and turn it in space. Superposing the two by the best rotation, with atom 1 on atom 1 and so on, leaves a root-mean-square deviation of 2.210 Å in the example below. The structures are identical, yet both would be kept. Alternating between the best rotation and the best matching of like atoms, from one random orientation, recovers the identity in 14.2 % of 400 trials. The opposite error occurs if reflections are admitted as alignments: two enantiomers then coincide and one is lost.

An alignment that fits proves that two conformers agree. An alignment that fails to fit proves nothing, because a better one may exist. A reliable procedure therefore needs an upper bound and a lower bound on the same distance.

## The distance

Let conformers $A$ and $B$ have the same composition and $N$ atoms at $a_i$ and $b_i$. Define

$$D(A,B)=\min_{R,P,t}\Big[\frac1N\sum_i|Ra_i+t-b_{P(i)}|^2\Big]^{1/2},$$

where $R$ is a proper rotation, $t$ a shift, and $P$ a permutation that exchanges atoms of one element only. Bonds are not consulted. If like atoms must be distinguished, for instance by an isotope label, they are treated as different elements.

Put both unweighted centroids at the origin. The cross term $2t\cdot\sum_i(Ra_i-b_{P(i)})$ then vanishes, and the shift adds $N|t|^2$ to the sum. Hence $t=0$ for every $R$ and $P$.

$D$ obeys the triangle inequality. If $(R_1,P_1)$ is optimal from $A$ to $B$ and $(R_2,P_2)$ from $B$ to $C$, then $R_2R_1$ with $P_2P_1$ is an allowed match from $A$ to $C$. Its error vectors are

$$R_2(R_1a_i-b_{P_1(i)})+(R_2b_{P_1(i)}-c_{P_2P_1(i)}).$$

The root mean square of a sum is at most the sum of the root mean squares, so $D(A,C)\le D(A,B)+D(B,C)$.

## Upper bound: alignment and assignment

**Fixed permutation.** Expanding the square gives

$$ND^2=\sum_i|a_i|^2+\sum_i|b_i|^2-2\,\mathrm{tr}(RH),\qquad H=\sum_i a_ib_{P(i)}^T,$$

to be minimized over $R$. Write $H=U\Sigma V^T$ with $\sigma_1\ge\sigma_2\ge\sigma_3\ge0$, and $Q=V^TRU$. Then $\mathrm{tr}(RH)=\sum_kQ_{kk}\sigma_k$, where $Q$ is orthogonal with determinant $\varepsilon=\det(UV)$.

If $\varepsilon=1$, the maximum is at $Q=1$, since $Q_{kk}\le1$. If $\varepsilon=-1$, then $-Q$ is a rotation by some angle $\theta$ with trace $1+2\cos\theta\ge-1$, so $\mathrm{tr}\,Q\le1$ and

$$\sum_kQ_{kk}\sigma_k=\sigma_3\,\mathrm{tr}\,Q+(\sigma_1-\sigma_3)Q_{11}+(\sigma_2-\sigma_3)Q_{22}\le\sigma_1+\sigma_2-\sigma_3.$$

Both cases are attained by $R=V\,\mathrm{diag}(1,1,\varepsilon)\,U^T$, with overlap $\lambda=\sigma_1+\sigma_2+\varepsilon\sigma_3$. Omitting $\varepsilon$ would admit reflections.

**Fixed rotation.** The squared lengths do not depend on $P$. It remains to maximize $\sum_i(Ra_i)\cdot b_{P(i)}$, a linear assignment problem for each element, which standard algorithms solve in a time growing as the cube of the number of like atoms.

Neither step can raise the deviation. The alternation stops when the assignment repeats; a cap on the number of passes deals with ties. The end point is optimal in $R$ for its $P$ and in $P$ for its $R$, which does not make it the joint minimum.

## A cheap lower bound

Let the rows of $A_e$ and $B_e$ be the coordinates of element $e$. Rotation and row permutation leave the singular values $\sigma_k(A_e)$ and $\sigma_k(B_e)$ unchanged. For matrices $X,Y$ with singular values $x_k,y_k$,

$$\|X-Y\|_F^2=\sum_kx_k^2+\sum_ky_k^2-2\,\mathrm{tr}(X^TY).$$

Inserting both decompositions gives $\mathrm{tr}(X^TY)=\sum_{kl}x_ky_lM_{kl}$, where $M_{kl}$ is a product of two scalar products between unit singular vectors. By $pq\le(p^2+q^2)/2$ and orthonormality, the sum of $|M_{kl}|$ along any row or column is at most 1, so the block $k\le m,\ l\le n$ sums to at most $\min(m,n)$. With $x_k=\sum_{m\ge k}\alpha_m$, $y_l=\sum_{n\ge l}\beta_n$ and non-negative $\alpha_m,\beta_n$,

$$\mathrm{tr}(X^TY)\le\sum_{mn}\alpha_m\beta_n\min(m,n)=\sum_kx_ky_k.$$

Therefore

$$ND^2\ge\sum_e\sum_k[\sigma_k(A_e)-\sigma_k(B_e)]^2 .$$

If this exceeds $N\tau^2$, the pair is distinct at threshold $\tau$. The bound is zero for enantiomers, because $B$ and $-B$ have equal singular values.

## A lower bound over all rotations

Describe a rotation by a vector $v$ along its axis, with length equal to its angle. The ball $|v|\le\pi$ contains every rotation. Cover it by cubes of half-width $h$.

The rotations of two vectors $v,w$ differ by an angle of at most $|v-w|$. To see this, write each rotation as $n$ equal small ones. Angles of relative rotation add at most linearly under multiplication, so the difference is at most $n$ times that between the rotations of $v/n$ and $w/n$. That small difference is $|v-w|/n+O(n^{-2})$, and $n\to\infty$ gives the claim.

A cube's centre $R_c$ therefore differs from any $R$ in the cube by at most $\sqrt3\,h$. A rotation by angle $\alpha\le\pi$ moves a point $a$ by at most $2\sin(\alpha/2)|a|$, so

$$|Ra_i-R_ca_i|\le\delta_i=2\sin(\sqrt3\,h/2)\,|a_i|.$$

By the triangle inequality, every match in the cube has a root-mean-square deviation of at least

$$L=\Big[\frac1N\sum_i\max\big(0,\min_j|R_ca_i-b_j|-\delta_i\big)^2\Big]^{1/2},$$

with $j$ running over atoms of the same element as $i$. A cube with $L>\tau$ is discarded; the others are split into eight. With 16 divisions per axis, $h=0.1963$ rad and 2728 cubes meet the ball. The factor $2\sin(\sqrt3\,h/2)$ is then 0.338, so an atom 2.00 Å from the centroid has a slack of 0.68 Å. Each splitting roughly halves it.

## Why nearest neighbours suffice

$L$ lets two atoms choose the same partner. Below a threshold this cannot happen. Let $g(R)$ be the root-mean-square nearest-neighbour distance at rotation $R$, with individual distances $d_i$, and let $s$ be the smallest separation of like atoms in $A$. If atoms $i$ and $i'$ share a partner,

$$s\le|a_i-a_{i'}|\le d_i+d_{i'}\le\sqrt{2(d_i^2+d_{i'}^2)}\le\sqrt{2N}\,g(R).$$

So if $g(R)<s/\sqrt{2N}$, the match is one-to-one, hence a permutation, and $D\le g(R)$. It follows that the minimum of $g$ is at least $\min(D,\,s/\sqrt{2N})$.

This fixes the resolution. Let $\rho$ be the root-mean-square distance of the atoms of $A$ from the centroid, and $\delta=2\sin(\sqrt3\,h/2)\rho\le\sqrt3\,h\rho$. Applying the triangle inequality for root mean squares to the definition of $L$ gives $L\ge g(R_c)-\delta$. Take $\tau<s/\sqrt{2N}$.

- If $D>\tau$, all cubes are gone once $\delta<\min(D,s/\sqrt{2N})-\tau$.
- If $D<\tau$, the cube containing the optimum survives, and its centre has $g\le D+\delta$. Once $\delta\le\tau-D$, the centre with the smallest $g$ yields a valid match within $\tau$, and alternation from there cannot worsen it.

Close to the threshold, the $h$ that guarantees a decision shrinks in proportion to $|D-\tau|$. At $D=\tau$ no finite subdivision is guaranteed to decide, so a limit on cubes or levels must return "undecided" instead of a guess.

## Selection and mirror images

Each structure is compared with those already kept and is removed if $D\le\tau$ for one of them. Kept structures are then more than $\tau$ apart, and every removed one lies within $\tau$ of a kept one. In general the result depends on the order, since two short steps can make a long one. If all distances within classes are at most $\tau$ and all those between classes exceed $\tau$, each class keeps its first member and rejects the rest, so the partition is independent of order.

Any mirror image of $B$ is a rotated copy of $-B$. When chirality matters, only $D(A,B)$ is used. When it does not, the distance is $\min[D(A,B),D(A,-B)]$. If both enantiomers are present with equal energy, the one retained carries statistical weight 2 and a free-energy term $-kT\ln2$, of magnitude 0.0239 eV at 400 K. A sample containing one enantiomer that cannot invert has no such term.

## Choosing the threshold

Let two copies of one geometry carry independent errors of standard deviation $s_x$ in every coordinate. Their difference has variance $2s_x^2$ in each of $3N$ directions. Keep the labels fixed and call the deviation after the best rotation $D_0$. To leading order in small errors, alignment removes three translations and three rotations, so for a nonlinear molecule

$$\langle D_0^2\rangle\simeq2s_x^2\,\frac{3N-6}{N}.$$

$D$ cannot exceed $D_0$. If proper rotations of the geometry exchange like atoms, several matches are equally good without errors. With errors $D$ takes the smallest of their deviations, so its mean square lies below this value, however small the errors are.

The threshold should lie well above this level and well below the separation of true conformers.

A small $D$ can hide a local change. After alignment the displacements $d_i$ (now vectors) sum to zero, so $|d_1|^2=|\sum_{i>1}d_i|^2\le(N-1)\sum_{i>1}|d_i|^2$. Adding $(N-1)|d_1|^2$ to both sides gives $N|d_1|^2\le(N-1)ND^2$, or $|d_1|\le\sqrt{N-1}\,D$. For $N=13$ and $\tau=0.10$ Å, the displacement of one atom that remains after alignment may reach 0.346 Å unnoticed. Its move relative to the other atoms can be somewhat larger, because alignment shifts and turns those to reduce the misfit. At fixed $\tau$ this allowance grows with molecular size.

## Example: a tris(1,2-diamine) core

The core MN$_6$C$_6$ has 13 atoms, with M–N 2.00 Å, N–C 1.48 Å, C–C 1.52 Å, a bite angle of 85° and an M–N–C angle of 109°. Each ring has a twofold axis through the metal, and the three axes lie 120° apart in a plane. The N···N edges are tilted as in a regular octahedron. These conditions give an N–C–C–N torsion of 51.6° in magnitude.

Each ring can twist either way. Its C–C bond then makes 8.2° (lel) or 62.3° (ob) with the threefold axis. Half the difference, 27.04° before rounding, is the turn of the C–C bond away from the N···N edge. With right- and left-handed propellers there are $2\times2^3=16$ labelled patterns. Each is supplied twice, with 0.01 Å of Gaussian noise per coordinate, random rotation and random renumbering of like atoms: 32 structures.

**Separation of the classes.** Reversing one ring moves two carbon atoms by $2(0.76)\sin27.04^\circ=0.691$ Å each. Without realignment the deviation is $0.691\sqrt{2/13}=0.271$ Å, an upper bound on $D$. Alternation from about 180 starting rotations lowers it slightly:

| Pair | $D$ (Å) |
|---|---|
| right 3 lel / right 2 lel | 0.2680 |
| right 2 lel / right 1 lel | 0.2680 |
| right 1 lel / right 0 lel | 0.2679 |
| right 3 lel / left 3 lel | 1.0079 |
| right 2 lel / left 2 lel | 1.0426 |
| right 1 lel / left 1 lel | 1.0644 |
| right 0 lel / left 0 lel | 1.0769 |

The last four rows are enantiomer pairs; they coincide to rounding error once one partner is inverted.

**All permutations.** The core has $6!\,6!=518400$ same-element permutations, few enough to enumerate. The overlap of each can be found without a singular-value decomposition. With $S=\sum_k\sigma_k^2$ and $E=\sigma_1^2\sigma_2^2+\sigma_1^2\sigma_3^2+\sigma_2^2\sigma_3^2$, squaring $\lambda^2-S=2(\sigma_1\sigma_2+\varepsilon\sigma_1\sigma_3+\varepsilon\sigma_2\sigma_3)$ gives

$$(\lambda^2-S)^2=4E+8\lambda\det H .$$

$S$ is the sum of the squared elements of $H$, and $E$ that of its squared $2\times2$ minors. The other roots follow by reversing two signs in $\sigma_1+\sigma_2+\varepsilon\sigma_3$, so the wanted root is the largest. Newton iteration from $\sqrt{3S}\ge\lambda$ descends to it. The largest $\lambda$ over all permutations gives $D$ for the whole problem. For the seven pairs in the table, enumeration and search differ by at most $8.4\times10^{-15}$ Å, which is rounding error.

**Certificate.** Here $s=1.52$ Å, so $s/\sqrt{2N}=0.298$ Å, above $\tau=0.10$ Å. At a threshold of 0.2411 Å, which is 0.9 times the smallest tabulated distance, the lower bounds (singular values first, then the subdivision where needed) exclude a match for all 28 pairs of noise-free classes. The smallest separation thus lies between 0.2411 and 0.2679 Å (0.02679 nm). For copies of one class with fixed labels, the noise law gives $0.01\sqrt{2(33)/13}=0.0225$ Å; $D$ is somewhat smaller, because these structures have rotational symmetry. The threshold sits in a wide gap.

**Result.** The 32 structures reduce to 8 classes with chirality kept and to 4 with mirror images merged. The first run makes 128 comparisons: 24 find duplicates, 56 are rejected by singular values and 48 need the subdivision.

For each propeller sense, the classes with 3, 2, 1 and 0 lel rings contain 1, 3, 3 and 1 labelled patterns. The six proper rotations of the skeleton permute the rings and preserve their twists. A pattern left unchanged by $\sigma$ of them has $6/\sigma$ distinct images; here $\sigma=6,2,2,6$. In a partition function this factor enters once, through $1/\sigma$ or through the pattern count, not both.

**Failure of single starts.** The 14.2 % success rate refers to a noise-free copy of the right-handed 2-lel form. The failed runs stop at 0.377 Å or more, with a median of 1.646 Å, so each would report a false difference at $\tau=0.10$ Å. At this rate, 30 independent starts all fail with probability $0.858^{30}\approx0.01$. Restarts make errors rarer but supply no certificate.

## Relation to real complexes

The parameters are rough typical values for tris(ethylenediamine) complexes with short M–N bonds; larger metal ions lengthen these bonds. The model is not an energy minimum, and real rings need not keep their twofold axes. Restoring hydrogen atoms at tetrahedral positions (N–H 1.01 Å, C–H 1.09 Å) raises the searched distance of the closest pair from 0.2679 to 0.3314 Å. There are then $3.22\times10^{29}$ permutations, so enumeration is out of reach, and the one-to-one limit falls to 0.177 Å, still above $\tau$.

Temperature matters more. As a rough model, let every atom vibrate independently with mass $m=12$ u at 200 cm$^{-1}$. The harmonic variance per coordinate, $(\hbar/2m\omega)\coth(\hbar\omega/2kT)$, gives an amplitude of 0.143 Å at 400 K. With fixed labels, two snapshots of one conformer then differ by about $0.143\sqrt{66/13}=0.322$ Å, and 2000 sampled pairs give 0.321 Å. Independent errors add in squares, so snapshots of two neighbouring conformers differ by about $\sqrt{0.268^2+0.322^2}=0.42$ Å, again with fixed labels. Choosing the best of the six matches given by the rotations of the skeleton lowers these values to 0.29–0.31 Å and 0.38 Å. Single distances scatter about them. For one conformer with fixed labels, the squared deviation is a sum of 33 squared Gaussian errors with relative standard deviation $\sqrt{2/33}$, so the deviation scatters by half of that, 12 % of 0.322 Å or 0.04 Å. With the best of the six matches the scatter is 0.03 to 0.04 Å, for one conformer and for two. The two distributions overlap, so no threshold separates such snapshots reliably. Within this model, structures taken from dynamics at 400 K should therefore be energy-minimized before $D$ is used to tell neighbouring conformers apart. Where the bonds are known, the signs of the N–C–C–N torsions are much less sensitive to this motion: in the same model only about 0.1 % of the rings show the wrong sign. They can therefore identify nearly all ring twists without minimization. In a real complex bonded atoms move together, so the thermal spread of $D$ should be taken from its own trajectory.

Numerical values quoted here were computed with a short program.
